\section*{Spin density in the benzene anion and its methyl derivative}

\section{Problem}

The benzene anion has one more $\pi$ electron than benzene. Treat its $\pi$ electrons in the Hückel model: one $p$ orbital on each carbon, these orbitals taken as orthonormal, the same energy $\alpha$ on every carbon, and a coupling $\beta<0$ between neighbours. Set $\alpha=0$ and measure energies in units of $|\beta|$. Number the carbons C1 to C6 around the ring.

\begin{enumerate}
\item What is the spin density on each carbon, if all equivalent forms of the anion are equally populated?
\item A methyl group replaces the hydrogen on C1. Its net effect on the ring is to release electrons, which is modelled by raising the orbital energy of C1 by a small amount $d>0$. Which orbital holds the unpaired electron, and what are the spin densities now?
\end{enumerate}

Here spin density means the density of the singly occupied orbital. Each filled orbital holds one electron of each spin, and their contributions cancel in this model. The splitting of the electron spin resonance (ESR) lines by a ring proton is taken from McConnell's relation $a_j=Q\rho_j$, where $\rho_j$ is the spin density on the carbon that carries the proton and $Q$ is a negative constant.

\section{A tempting solution}

Six electrons fill the three lowest ring orbitals. The seventh enters the next level, where one finds the orbital
\begin{equation}
S=\frac{1}{\sqrt{12}}(2,-1,-1,2,-1,-1).
\end{equation}
Squaring the coefficients gives a spin density of $1/3$ on C1 and C4 and $1/12$ on each of the other carbons. The benzene anion should then have two protons with splitting $Q/3$ and four with splitting $Q/12$.

Now attach the methyl group. It can interact only with an orbital that has density on C1, and $S$ has a large density there. Interaction between orbitals gives stabilization, so $S$ moves down. The unpaired electron stays in $S$, and the para carbon C4 keeps its density of $1/3$.

\section{Where it goes wrong}

There are two separate faults.

The first is the choice of $S$. The level is doubly degenerate, and $S$ is one of many orbitals in it. Had the numbering started at C2, the same reasoning would have put the large densities on C2 and C5. A prediction that depends on where the counting starts cannot describe a ring with six equivalent carbons.

The second is the sign of the methyl effect. When two orbitals interact, the lower one moves down and the upper one moves up. A methyl group that releases electrons through such an interaction does so from filled orbitals that lie below the level of the unpaired electron. The methyl orbital is stabilized, and $S$ is pushed up. The premise that the group acts on $S$ is right; the direction is wrong.

\section{Solution for the benzene anion}

\subsection{The degenerate pair}

Write an orbital as $\sum_j c_j\phi_j$, with $\phi_j$ the $p$ orbital on carbon $j$. Since $\beta=-1$ in our units, the Hückel equations are
\begin{equation}
E\,c_j=-(c_{j-1}+c_{j+1}),
\label{eq:huckel}
\end{equation}
with C6 and C1 neighbours. Try $c_j=e^{i\kappa(j-1)}$. The right side becomes $-(e^{-i\kappa}+e^{i\kappa})c_j$, so
\begin{equation}
E=-2\cos\kappa,\qquad \kappa=\frac{2\pi m}{6},\qquad m=0,\pm1,\pm2,3.
\end{equation}
The values of $\kappa$ follow from the demand that $c_j$ return to itself after six steps. The levels are $-2,-1,-1,1,1,2$. Six electrons fill the first three orbitals, and the seventh enters the pair $m=\pm2$ at $E=1$.

The real and imaginary parts of $e^{2\pi i(j-1)/3}$ are two real solutions. The cosine takes the values $1,-\tfrac12,-\tfrac12,1,-\tfrac12,-\tfrac12$, and the sine takes $0,\tfrac{\sqrt3}{2},-\tfrac{\sqrt3}{2},0,\tfrac{\sqrt3}{2},-\tfrac{\sqrt3}{2}$. The squares add up to $3$ in both cases, so each is divided by $\sqrt3$:
\begin{align}
S&=\frac{1}{\sqrt{12}}(2,-1,-1,2,-1,-1),\\
A&=\frac12(0,1,-1,0,1,-1).
\end{align}
They are orthogonal, because the products of their coefficients cancel in pairs. With respect to the mirror plane through C1 and C4, $S$ is symmetric and $A$ is antisymmetric. The antisymmetric orbital must vanish on the two carbons in the plane.

\subsection{The average}

The densities are
\begin{align}
S_j^2&:\quad \tfrac13,\ \tfrac1{12},\ \tfrac1{12},\ \tfrac13,\ \tfrac1{12},\ \tfrac1{12},\\
A_j^2&:\quad 0,\ \tfrac14,\ \tfrac14,\ 0,\ \tfrac14,\ \tfrac14.
\end{align}
With equal probabilities for the two orbitals,
\begin{align}
\rho_1=\rho_4&=\frac12\left(\frac13+0\right)=\frac16,\\
\rho_2=\rho_3=\rho_5=\rho_6&=\frac12\left(\frac1{12}+\frac14\right)=\frac16 .
\end{align}

The result does not depend on the pair chosen. Let $u=\cos\theta\,S+\sin\theta\,A$ and $v=-\sin\theta\,S+\cos\theta\,A$. On each carbon
\begin{align}
u_j^2+v_j^2={}&(\cos^2\theta+\sin^2\theta)(S_j^2+A_j^2)\nonumber\\
&+2\sin\theta\cos\theta\,(S_jA_j-S_jA_j)\nonumber\\
={}&S_j^2+A_j^2=\frac13 .
\end{align}
Half of this is again $1/6$.

It is the densities that are averaged, not the orbitals. The single orbital $(S+A)/\sqrt2$ has density $\tfrac12(S_j^2+A_j^2)+S_jA_j$, and the last term is not zero on C2, C3, C5 and C6.

\subsection{What the average means physically}

The density of a general real orbital of the pair shows what is being averaged. Since $S_j=\cos[2\pi(j-1)/3]/\sqrt3$ and $A_j=\sin[2\pi(j-1)/3]/\sqrt3$,
\begin{align}
u_j^2&=\frac13\cos^2\!\left[\frac{2\pi(j-1)}{3}-\theta\right]\nonumber\\
&=\frac16\left\{1+\cos\!\left[\frac{4\pi(j-1)}{3}-2\theta\right]\right\}.
\label{eq:theta}
\end{align}
The second line uses $\cos^2x=\tfrac12(1+\cos2x)$. The cosine takes three values at phases $120^\circ$ apart. They add up to zero but cannot all be zero, so no single real orbital of the pair is uniform.

An electron in such an orbital pulls the ring slightly out of its hexagonal shape. Turning the distorted ring by one carbon gives an equivalent form, in which $2\theta$ has changed by $4\pi/3$. Three turns restore the original density, so turning gives three forms. For a general $\theta$ the mirror images, with $\theta\to-\theta$, give a second set of three, to which the same argument applies. When they are equally populated, the cosine in \eqref{eq:theta} averages to zero on each carbon, and $1/6$ remains. The ESR spectrum shows this average if the forms interconvert fast compared with the differences between their proton splittings, expressed as frequencies. If interconversion were slow, the spectrum would show the uneven densities of the separate forms.

\section{Solution for the methyl derivative}

\subsection{First-order splitting}

Raising the energy of C1 by $d$ adds the term $d\,c_1$ to the right side of \eqref{eq:huckel} for $j=1$. Between two orbitals $f$ and $g$ the perturbation has the matrix element $d\,f_1g_1$. In a degenerate level the perturbation must first be made diagonal within the level. Here
\begin{equation}
d\,S_1^2=\frac d3,\qquad d\,A_1^2=0,\qquad d\,S_1A_1=0 .
\end{equation}
The matrix is already diagonal in $S$ and $A$, so these are the orbitals that the substituent selects. To first order
\begin{equation}
E_S=1+\frac d3,\qquad E_A=1 .
\label{eq:first}
\end{equation}
With $d>0$ the lower orbital is $A$. The unpaired electron occupies the orbital with a node through C1 and C4, and the spin densities are
\begin{equation}
\rho_1=\rho_4=0,\qquad \rho_2=\rho_3=\rho_5=\rho_6=\frac14 .
\end{equation}
The electron avoids the carbon whose energy has been raised.

\subsection{Any strength of the donor}

The statement about $A$ needs no expansion. Because $A_1=0$, the added term vanishes for this orbital, and $A$ remains a solution with $E=1$ whatever the value of $d$. It remains to show that it is still the fourth orbital from below.

The antisymmetric orbitals all vanish on C1, so their levels $-1$ and $1$ stay in place. The symmetric ones have unperturbed levels $E_n=-2,-1,1,2$, with densities $w_n=\tfrac16,\tfrac13,\tfrac13,\tfrac16$ on C1. Expand a perturbed symmetric orbital in the unperturbed ones. The component along orbital $n$, whose coefficient on C1 is $\sqrt{w_n}$ with a suitable sign, obeys $(E-E_n)b_n=d\,c_1\sqrt{w_n}$. Since $c_1=\sum_n\sqrt{w_n}\,b_n$, division by $d\,c_1$ gives
\begin{equation}
\frac1d=\frac{1/6}{E+2}+\frac{1/3}{E+1}+\frac{1/3}{E-1}+\frac{1/6}{E-2}.
\label{eq:secular}
\end{equation}
Between neighbouring poles the right side falls steadily from $+\infty$ to $-\infty$, and above $E=2$ it falls from $+\infty$ to $0$. For $d>0$ there is therefore one solution in each of the intervals $(-2,-1)$, $(-1,1)$, $(1,2)$ and $(2,\infty)$. With the two fixed levels included, the order from below is: a symmetric level under $-1$, the fixed level $-1$, a symmetric level between $-1$ and $1$, then $A$ at $1$. Three orbitals lie below $A$ and take six electrons; the seventh enters $A$ for every finite $d>0$.

Equation \eqref{eq:secular} also gives the next correction to $E_S$. Put $E=1+\varepsilon$ with small $\varepsilon$. The third term is $1/(3\varepsilon)$, and the other three add up to $\tfrac1{18}+\tfrac16-\tfrac16=\tfrac1{18}$ at $\varepsilon=0$. Hence
\begin{equation}
\frac1{3\varepsilon}\approx\frac1d-\frac1{18},\qquad
\varepsilon\approx\frac d3\left(1+\frac d{18}\right).
\label{eq:second}
\end{equation}

\subsection{Why the sign has to be given}

A methyl group also has orbitals of $\pi$ symmetry, built from its C--H bonds. Let one of them have energy $e$, coefficient $c_m$, and coupling $-k$ to C1. Its own equation and its contribution to the equation for C1 are
\begin{equation}
(E-e)\,c_m=-k\,c_1,\qquad -k\,c_m=\frac{k^2}{E-e}\,c_1 .
\end{equation}
The methyl orbital thus acts on the ring like an energy shift of C1 by $k^2/(E-e)$. Near $E=1$ this takes the place of $d$ in \eqref{eq:first}, and to second order in $k$
\begin{equation}
E_S-1=\frac{k^2}{3(1-e)} .
\label{eq:hyper}
\end{equation}
The orbital $A$ is again unshifted, because $c_1=0$ allows $c_m=0$.

A filled methyl orbital lies low, $e<1$, and raises $S$. An empty one with $e>1$ lowers it. For $k=0.5$ and $e=-2$, equation \eqref{eq:hyper} gives $0.25/9=0.0278$, while numerical diagonalization of the seven-orbital problem gives $0.0276$. For the same $k$ and $e=3$ the values are $-0.25/6=-0.0417$ and $-0.0405$. The formula is too large in size by less than 1\% of the diagonalized shift in the first case and by about 3\% in the second.

A real methyl group has both kinds of orbital, as well as an inductive effect on C1, and the sign of the sum decides which orbital is selected. The Hückel model does not supply that sign; the problem gives it by calling the group a net donor. A substituent that acts mainly through an empty orbital well above the pair, and only weakly coupled to the ring, lowers $S$. The unpaired electron then enters $S$, with densities near $1/3$ on C1 and C4. For such a group the tempting solution would reach the right orbital.

\section{A numerical case}

Take the round parameters $d=0.1$, $|\beta|=2.5$~eV, $T=200$~K and $Q=-2.25$~mT. The splitting of the pair is, to first order,
\begin{equation}
\delta=\frac{d|\beta|}{3}=\frac{0.1\times2.5\ \text{eV}}{3}=0.0833\ \text{eV}.
\end{equation}
The value of $d$ is assumed, not derived, so $\delta$ and the population found from it below illustrate the model and are not values for the toluene anion. Diagonalizing the $6\times6$ Hückel matrix gives $0.0837$~eV, about 0.5\% more. The leading relative correction in \eqref{eq:second}, $d/18\approx0.6\%$, has this sign and size.

The splitting is finite, so the upper orbital $S$ has a thermal population. The states with the unpaired electron in $A$ and in $S$ have the same spin degeneracy, which cancels in the ratio of their Boltzmann weights. With $k_BT=0.01723$~eV,
\begin{equation}
p=\frac{1}{1+e^{\delta/k_BT}}=\frac1{1+e^{4.84}}=0.0079 .
\end{equation}
The averaged densities are $\rho_j=(1-p)A_j^2+p\,S_j^2$, or
\begin{align}
\rho_1=\rho_4&=\frac p3=0.0026,\\
\rho_2=\rho_3=\rho_5=\rho_6&=\frac{1-p}{4}+\frac p{12}=\frac14-\frac p6=0.2487 .
\end{align}
This formula joins the two parts of the problem. For $\delta\gg k_BT$ it gives the nodal pattern. For $\delta\ll k_BT$ the population tends to $p=\tfrac12$, and every carbon returns to $1/6$. The selection sets in gradually as the splitting grows, and it is nearly complete only when the splitting is several times the thermal energy.

McConnell's relation turns the densities into proton splittings. The constant $Q$ is empirical, and the value used here is the one fitted to the benzene anion itself, so only the ratio of the splittings in the two anions is a prediction. A splitting in field units is converted to a frequency by multiplying with $g_e\mu_B/h$. For the benzene anion
\begin{equation}
a=\frac{Q}{6}=-0.375\ \text{mT},\qquad |a|=10.5\ \text{MHz},
\end{equation}
for all six protons. For the methyl derivative with the electron in $A$ alone, the ortho and meta protons have
\begin{equation}
a=\frac Q4=-0.5625\ \text{mT},\qquad |a|=15.8\ \text{MHz},
\end{equation}
and the para proton has none. The thermal mixture changes these values slightly, to $-0.560$~mT for ortho and meta and $-0.006$~mT for para.

The two anions differ clearly in their spectra. Six equivalent protons can have from zero to six spins up, which gives seven lines. In the methyl derivative with the electron in $A$ alone, the para carbon has no spin and the methyl orbital has none either, since $c_m=0$. In this model the four ortho and meta protons then give five lines, each $3/2$ times as far from the next as in benzene. The factor is the ratio of $1/4$ to $1/6$: the same total spin density is shared by four carbons in place of six.

The small para value should not be read as a prediction of a measured splitting. The unpaired electron slightly polarizes the filled orbitals, which can leave spin density, even of negative sign, on a carbon where the singly occupied orbital has a node. Vibrations that mix $A$ and $S$ are also left out. Both effects matter most where the leading term vanishes. The same caution applies to the methyl protons. Ortho and meta carbons are also not related by symmetry, and their densities are equal only within this model. In a real spectrum the five lines are therefore the coarse pattern, with finer structure from the para and methyl protons and from the difference between ortho and meta.

\section{More than one methyl group}

Equation \eqref{eq:theta} extends the argument to several equal donors. To first order, the shift of the orbital with angle $\theta$ is $d$ times the sum of its densities on the substituted carbons.

With methyl groups on C1 and C4 the two densities are equal. The shift is $2d/3$ for $S$ and $0$ for $A$, so the same nodal orbital is selected, with twice the splitting.

With methyl groups on C1, C3 and C5 the phases $4\pi(j-1)/3$ are $0$, $2\pi/3$ and $4\pi/3$, up to full turns. The three cosines cancel for every $\theta$, and the shift is
\begin{equation}
d\left(\frac16+\frac16+\frac16\right)=\frac d2
\end{equation}
for every orbital of the pair. The degeneracy survives, no orbital is selected, and the equal average again gives $1/6$ per ring carbon, apart from corrections of first order in $d$. The phase $4\pi(j-1)/3$ is the same, up to full turns, for the two carbons of a para pair. To first order an orbital is therefore selected only when the pairs C1/C4, C2/C5 and C3/C6 carry unequal numbers of donors; the mere presence of donors is not enough. Equal numbers remove only the first-order splitting. For C1, C3, C5 the threefold symmetry keeps the pair exactly degenerate, but donors on C1, C2 and C3 split it at second order in $d$. With the parameters above this splitting is $0.008$~eV, about half of $k_BT$, and the thermal densities range from $0.14$ to $0.22$.

All numerical values are calculated from the stated model.
